# Electric field gradients in PAW and the dominance of p-p terms

A plane-wave calculation handles a smooth pseudo density, while the electric field gradient at a nucleus weights the electron density by $r^{-3}$. When the gradient comes mainly from the atom's own aspherical valence charge close to the nucleus, taking it from the pseudo density can therefore lose most of the answer. How much is lost depends on the pseudo wave and its radius: a norm-conserving nitrogen 2p wave with a radius near 1.1 to 1.3 bohr keeps more than half of $\langle r^{-3}\rangle$, while a chlorine 3p pseudo wave keeps under a tenth. In the model crystal treated below, the true valence p wave has $\langle r^{-3}\rangle=1.232$ bohr$^{-3}$, and its smooth partner gives $0.188$ bohr$^{-3}$, smaller by a factor of 6.6. Expanding the true density in plane waves is no remedy at modest cutoff: with reciprocal vectors up to 10 bohr$^{-1}$, truncating the electron density alone leaves an error of 0.55 a.u. in a gradient of magnitude 1.00 a.u. The projector augmented-wave (PAW) method avoids both faults by adding a radial integral around the nucleus.

## The quantity and the result

Hartree atomic units are used. Let $n$ be the electron number density, including core electrons, and let the charge density be $\rho=\sum_R Z_R\delta(\mathbf r-\mathbf R)-n$. The nucleus of interest is at the origin, and $V$ is the potential felt there by a positive unit charge, without the nucleus's own potential. The field gradient is

$$V_{ij}=\Big(\partial_i\partial_j-\tfrac13\delta_{ij}\nabla^2\Big)V\Big|_{\mathbf r=0}. \tag{1}$$

It couples to the nuclear quadrupole moment. Nuclei are points and the electrons are nonrelativistic.

In PAW, an orbital $\psi$ is represented by a smooth $\tilde\psi$. Inside a sphere of radius $r_c$ around each atom, $\tilde\psi=\sum_a c_a\tilde\phi_a$ and $\psi=\sum_a c_a\phi_a$, with the same coefficients; outside, $\psi=\tilde\psi$. The spheres do not overlap, and the partial waves are assumed complete. Let $n^1$ and $\tilde n^1$ be the densities built inside a sphere from $\phi_a$ and $\tilde\phi_a$. Inside, $n=n^1$ and $\tilde n=\tilde n^1$; outside, $n=\tilde n$. Both cases are contained in

$$n=\tilde n+\sum_R(n^1_R-\tilde n^1_R). \tag{2}$$

The core is frozen and spherical, and it is included in $n^1$.

At each site, introduce a smooth compensation charge $\hat\rho_R$, confined to the sphere, with the same multipole moments as $Z_R\delta-n^1_R+\tilde n^1_R$. Adding and subtracting it gives

$$\rho=\tilde\rho+\sum_R\Delta\rho_R,\qquad \tilde\rho=-\tilde n+\sum_R\hat\rho_R, \tag{3}$$

$$\Delta\rho_R=Z_R\delta-n^1_R+\tilde n^1_R-\hat\rho_R. \tag{4}$$

Every multipole moment of $\Delta\rho_R$ vanishes. For $l=2$, write $\hat\rho_{2m}=-\hat n_{2m}$, so that $\hat n$ is a number density like $n^1$. With real spherical harmonics and $T^m_{ij}=\partial_i\partial_j(r^2Y_{2m})$, the result is

$$V_{ij}=\tilde V_{ij}-\frac{4\pi}{5}\sum_mT^m_{ij}\int_0^{r_c}\frac{[n^1-\tilde n^1-\hat n]_{2m}(r)}{r}\,dr, \tag{5}$$

$$\tilde V_{ij}=-\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\tilde\rho(\mathbf G)\left(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}3\right). \tag{6}$$

Here $\Omega$ is the cell volume and $\tilde\rho(\mathbf G)=\int_\Omega\tilde\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$.

## First derivation: solve for the potential

Since Poisson's equation is linear, the two parts of (3) can be treated separately.

For the smooth part, $\tilde\rho(\mathbf r)=\Omega^{-1}\sum_{\mathbf G}\tilde\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. The equation $\nabla^2\tilde V=-4\pi\tilde\rho$ gives the coefficient $4\pi\tilde\rho(\mathbf G)/G^2$. Two derivatives multiply it by $(iG_i)(iG_j)=-G_iG_j$, and the Laplacian multiplies it by $-G^2$. Inserting both in (1) gives (6). The cell is neutral, so $\tilde\rho(0)=0$; the average potential and any uniform field have no second derivative.

Now take $\Delta\rho_R$ at another site. Outside its sphere, the $(l,m)$ part of its potential is proportional to its $(l,m)$ moment, which is zero. Other sites therefore act on our nucleus through $\tilde\rho$ alone.

At the origin, expand the number density $N=n^1-\tilde n^1-\hat n$ in spherical harmonics. The Coulomb kernel is

$$\frac1{|\mathbf r-\mathbf s|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{r_<^l}{r_>^{l+1}}Y_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf s}), \tag{7}$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. With the volume factor $s^2ds$ and the negative electron charge, the $l=2$ potential is

$$v_{2m}(r)=-\frac{4\pi}5\left[\frac1{r^3}\int_0^rN_{2m}s^4ds+r^2\int_r^{r_c}\frac{N_{2m}}s\,ds\right]. \tag{8}$$

In the first integral, $s^2\cdot s^2=s^4$; in the second, $s^2\cdot s^{-3}=s^{-1}$.

A partial wave of angular momentum $l$ starts as $r^l$. A pair contributing to $N_{2m}$ has $l+l'\ge2$, so $N_{2m}=\kappa r^2+O(r^3)$ if $\hat n_{2m}$ is chosen to start as $r^2$ too. The first term in the bracket then starts as $r^{-3}\kappa r^7/7=\kappa r^4/7$ and has no second derivative at the origin. Replacing the lower limit of the second integral by zero changes that term by $r^2\cdot\kappa r^2/2$, again of order $r^4$. Hence

$$v_{2m}(r)=-\frac{4\pi}5r^2\int_0^{r_c}\frac{N_{2m}(s)}s\,ds+O(r^4). \tag{9}$$

Multiplying by $Y_{2m}$ and differentiating twice gives the second term of (5). It is already traceless, because $r^2Y_{2m}$ is harmonic.

The other angular momenta drop out. A spherical charge centred on the nucleus gives second derivatives proportional to $\delta_{ij}$, which (1) removes. The $l=1$ potential is linear at leading order, with corrections of third order or higher, and potentials with $l\ge3$ start at third order or higher.

For the axial component,

$$r^2Y_{20}=\sqrt{\frac5{16\pi}}\,(2z^2-x^2-y^2),\qquad T^0_{zz}=4\sqrt{\frac5{16\pi}}=\sqrt{\frac5\pi}. \tag{10}$$

The functions with $m\ne0$ contain no $z^2$ and do not contribute to $V_{zz}$. Since $(4\pi/5)\sqrt{5/\pi}=\sqrt{16\pi/5}$,

$$V_{zz}^{\text{one-centre}}=-\sqrt{\frac{16\pi}5}\int_0^{r_c}\frac{N_{20}(r)}r\,dr. \tag{11}$$

With $n_{20}$ in place of $N_{20}$, the same integral gives the contribution of the electron density itself: extra electrons along $z$ make it negative, and a deficit makes it positive. The sign of (11) alone also depends on the pseudo and compensation densities.

## Second derivation: average an operator

The gradient can also be computed as an expectation value, without solving for a potential. Away from the origin, differentiation gives

$$\partial_i\partial_j\frac1r=K_{ij},\qquad K_{ij}=\frac{3x_ix_j-r^2\delta_{ij}}{r^5}. \tag{12}$$

At the origin a contact term can be added. Integrals of $K_{ij}$ are defined by doing the angular integral first. Both sides then scale as $r^{-3}$, so their difference, concentrated at the origin, must be $c\,\delta_{ij}\delta(\mathbf r)$ by scaling and isotropy. The trace fixes $c$: $K_{ii}=0$ and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, so $3c=-4\pi$ and

$$\partial_i\partial_j\frac1r=K_{ij}-\frac{4\pi}3\delta_{ij}\delta(\mathbf r). \tag{13}$$

The contact term is isotropic and disappears from (1). Therefore

$$V_{ij}=\int\rho'(\mathbf r)K_{ij}(\mathbf r)\,d^3r, \tag{14}$$

where $\rho'$ is $\rho$ without the nucleus at the origin. The spherical electron cusp causes no difficulty, because its angular integral with $K_{ij}$ vanishes.

Insert (2). The operator $K_{ij}$ is long ranged, so the one-centre differences at all sites contribute, including those far from our nucleus. At a site $\mathbf R\ne0$, however, $K_{ij}$ is a second derivative of $1/r$ away from its singularity, and so it is harmonic throughout that sphere. With $\mathbf s=\mathbf r-\mathbf R$, it can be expanded there as

$$K_{ij}=\sum_{lm}k_{lm}s^lY_{lm}(\hat{\mathbf s}). \tag{15}$$

The integral of $Z_R\delta-n^1_R+\tilde n^1_R$ with this function involves its multipole moments and nothing else. Replacing that charge by $\hat\rho_R$ leaves the integral unchanged.

At the origin $K_{ij}$ is singular, and such a replacement would be wrong. Here $\hat\rho_0$ is added to the smooth charge and subtracted again:

$$V_{ij}=\int\tilde\rho K_{ij}\,d^3r-\int_{r<r_c}[n^1-\tilde n^1-\hat n]K_{ij}\,d^3r. \tag{16}$$

The spherical part of $\hat\rho_0$ contributes to neither integral.

To reduce the second integral, choose the $z$ axis along any direction of interest. Then

$$K_{zz}=\frac{3\cos^2\theta-1}{r^3}=\sqrt{\frac{16\pi}5}\,\frac{Y_{20}}{r^3}. \tag{17}$$

Orthogonality selects $N_{20}$, and $r^2dr/r^3=dr/r$, which reproduces (11). The diagonal components along all directions determine a symmetric tensor, so the whole one-centre term of (5) follows.

For the smooth integral, the Fourier transform of $1/r$ is $4\pi/G^2$. Equation (13) then gives

$$K_{ij}(\mathbf G)=-4\pi\frac{G_iG_j}{G^2}+\frac{4\pi}3\delta_{ij}. \tag{18}$$

Using $\int\tilde\rho K_{ij}d^3r=\Omega^{-1}\sum_{\mathbf G}\tilde\rho(\mathbf G)K_{ij}(-\mathbf G)$ and the evenness of $K_{ij}$ recovers (6). The limit of (18) at $\mathbf G=0$ depends on direction. As before, this term is omitted for a neutral periodic cell.

## What each derivation assumes

Both use (2), and hence complete partial waves and non-overlapping spheres. The spherical frozen core is a further simplification, which neither derivation needs: an aspherical core density confined to its sphere would enter through $n^1$ and its multipole moments. With a finite set of partial waves, the difference between $\tilde\psi$ and its expansion leaves an error that neither derivation removes.

They differ in how they treat the origin. The potential method uses $N_{2m}\sim r^2$ to discard the inner integral in (8); any positive power of $r$ would do, and the same vanishing makes the radial integral of $N_{2m}/r$ converge in both methods. The operator method needs a rule for the singular kernel: angles first, contact term removed with the trace.

They also use compensation differently. In the potential method, vanishing moments silence the distant one-centre charges. In the operator method, compensation is a convenience: one could keep the original differences and integrate them with $K_{ij}$ at every site. In a crystal these differences carry net charge, so their sum over sites is only conditionally convergent and must be taken together with the integral over $-\tilde n$, in the same region. The replacement is allowed because the kernel is harmonic there. It fails if a compensation charge reaches the nucleus at which the gradient is wanted.

Finally, the first derivation was written for a periodic potential. Equation (16) also applies to a finite molecule, with its first integral evaluated in real space.

The division into two parts is not physical. Suppose the pseudo density at a site gains an $l=2$ piece $\delta$. The difference $n^1-\tilde n^1$ falls by $\delta$, and $\hat n$ must lose the quadrupole moment of $\delta$. If $\delta$ has the radial shape of $\hat n$, then $\hat n$ changes by $-\delta$ and even the separate parts are unchanged. For another shape they move, with a fixed sum, unless $\delta$ happens to have the same ratio of $\int\delta\,dr/r$ to quadrupole moment as $\hat n$.

## Why p-p terms can dominate

Write $n^1$ as a sum over pairs of partial waves. The angular integral with $3\cos^2\theta-1$ vanishes unless $l+l'$ is even and $|l-l'|\le2\le l+l'$. The s-s and s-p pairs vanish; p-p, s-d, d-d, p-f and higher pairs remain.

For $p_z=\sqrt{3/4\pi}\cos\theta$, the angular average is

$$\frac3{4\pi}\int\cos^2\theta\,(3\cos^2\theta-1)\,d\Omega=3\left(\frac35-\frac13\right)=\frac45. \tag{19}$$

A filled p shell is spherical, so the three averages sum to zero, and $p_x$ and $p_y$ each have $-2/5$. If the p waves share one radial function and have occupations $f_x,f_y,f_z$, the all-electron p-p term is

$$V_{zz}^{pp}=-\frac45\langle r^{-3}\rangle_p\left[f_z-\frac{f_x+f_y}2\right]. \tag{20}$$

In the PAW one-centre term, the corresponding pseudo-wave integral is subtracted and compensation is included as in (5).

The common shape has a physical basis. The radial equation for $u=rR$ is

$$u''=\left[\frac{l(l+1)}{r^2}+2v(r)-2\varepsilon\right]u. \tag{21}$$

Close to the nucleus, the centrifugal and Coulomb terms are much larger than the differences between valence energies $\varepsilon$. Different valence orbitals then differ mainly in amplitude. This is a mean-field argument for the inner region, not an identity over the whole sphere.

Similarly, an electron in $d_{z^2}$ has angular factor

$$\frac5{16\pi}\int(3\cos^2\theta-1)^3d\Omega=\frac54\left(\frac{27}7-\frac{27}5+3-1\right)=\frac47 \tag{22}$$

and contributes $-\frac47\langle r^{-3}\rangle_d$. The factor is not much smaller than $4/5$, so angular algebra does not establish p-p dominance. It must come from the radial integrals and occupations. In a p-block atom, the valence p wave has large amplitude near the nucleus (through an inner lobe from the third period on, and as a compact nodeless 2p wave in the second), while the valence d waves are weakly occupied and have the larger centrifugal barrier. An open d shell can change this balance. If $f_x=f_y=f_z$, (20) vanishes however large $\langle r^{-3}\rangle_p$ may be.

## A model crystal

Consider a tetragonal lattice with $a=5.2$ bohr and $c=7.0$ bohr and one atom per cell. Its prescribed density is a superposition of p shells with $(f_x,f_y,f_z)=(1,1,2)$, so the bracket in (20) is $2-1=1$. The all-electron radial wave is proportional to $r(e^{-0.2r^2}-15e^{-6r^2})$, with $r$ in bohr. The first pseudo wave keeps the first Gaussian and the same prefactor. The $l=2$ compensation density is proportional to $r^2e^{-\gamma r^2}$.

The atom's own electrons give $-0.8\times1.2321=-0.9857$ a.u., while a reciprocal sum over the full charge gives a total of $-1.0018$ a.u. The rest of the crystal, obtained as the difference, contributes $-0.0162$ a.u.

For $\gamma=3$ bohr$^{-2}$, the PAW parts are

$$-0.1542-0.8477=-1.0018\ \text{a.u.}, \tag{23}$$

where the last digit reflects rounding. The smooth part is not the contribution of the surrounding lattice: it also contains the atom's own pseudo density, $-0.8\times0.1877=-0.1502$ a.u., and its own compensation.

Raising $\gamma$ to 5 bohr$^{-2}$ changes the smooth part to $-0.1228$ a.u. and leaves the sum unchanged. A second pseudo wave, with an added Gaussian of exponent 3 bohr$^{-2}$, shifts the smooth part by $-0.0640$ a.u. at $\gamma=5$ bohr$^{-2}$ but by $-0.0008$ a.u. at $\gamma=3$ bohr$^{-2}$. Both shifts can be computed by hand. The wave is $Cr(e^{-0.2r^2}-0.8e^{-3r^2})$ with $C=0.3875$ bohr$^{-5/2}$, so its square gains terms $C^2r^2Ae^{-br^2}$ with $(A,b)=(-1.6,\,3.2)$ and $(0.64,\,6)$. Each term contributes $A/2b$ to the $r^{-3}$ integral. Its quadrupole moment scales as $b^{-7/2}$, so the compensation removes $A(\gamma/b)^{7/2}/2\gamma$, and the shift is $-0.8\,C^2(A/2b)[1-(\gamma/b)^{5/2}]$. At $\gamma=5$ bohr$^{-2}$ the two terms give $-0.0616$ and $-0.0023$ a.u. At $\gamma=3$ bohr$^{-2}$ the cross term, whose exponent 3.2 is close to $\gamma$, leaves only $+0.0045$ a.u., as the shape argument predicts. The squared term gives $-0.0053$ a.u., and the further cancellation to $-0.0008$ a.u. is particular to these parameters.

At the cutoff of 10 bohr$^{-1}$, the first PAW split has an error of $1\times10^{-4}$ a.u., against 0.65 a.u. for the full charge, both relative to the converged full sum. In the full sum each nucleus, of charge 4, is represented by a narrow spherical Gaussian of exponent 12 bohr$^{-2}$. Truncating these Gaussians accounts for 0.10 a.u. of the error at this cutoff, a part that oscillates strongly as the cutoff is changed; the electron density accounts for 0.55 a.u.

## Chlorine in HCl

The second example is HCl at a chosen bond length of 2.4 bohr, in restricted Hartree–Fock with an uncontracted cc-pVTZ basis. It is an all-electron calculation, used to test the radial formula and the angular decomposition. Electron correlation, relativity, vibration and basis-set incompleteness are left out.

Analytic integrals give $V_{zz}=3.606$ a.u. at Cl, or $35.0\times10^{21}$ V/m$^2$. The digits here and below belong to this basis and are kept so that the parts can be added up. Adding tight p and d and diffuse functions on Cl lowers the total by 0.03 a.u. and the core part by about 0.02 a.u.; an uncontracted cc-pVQZ basis without its highest angular momentum functions lowers them by 0.02 and 0.01 a.u. The radial integral of $n_{20}/r$ over all space, plus the proton term, gives the same value. Inside a Cl sphere of radius 1.4 bohr, the contributions in a.u. are:

- valence p-p: 3.084;
- valence s-d, d-d and p-f: $-0.008$, $-0.006$ and $-0.023$;
- other valence pairs: $-0.001$;
- core orbitals: 0.479.

Electrons outside the sphere add $-0.063$ a.u. and the proton adds 0.145 a.u. The valence p-p term is 85.5% of the total, and 96% of that term comes from $r<0.5$ bohr.

To test the common shape, take the radial p function of the filled π orbitals, which sets $f_x=f_y=2$. Its $r^{-3}$ integral in the sphere is 6.299 bohr$^{-3}$. Projecting the σ orbitals on this function with weight $r^{-3}$ gives an effective $f_z=1.388$. Equation (20) becomes

$$-0.8\times(1.388-2)\times6.299=3.084\ \text{a.u.}, \tag{24}$$

in agreement with the full p-p term. Here $f_z$ measures amplitude near the nucleus; it is not an independent population analysis. The bond leaves a deficit of p charge along its axis, hence the positive sign.

The sphere contains 1.66 valence p electrons with a mean $r^{-3}$ of 20.4 bohr$^{-3}$ per electron, and 0.012 d electrons with 0.90 bohr$^{-3}$. These averages are normalised to the charge inside the sphere, unlike the integral in (24). Both the occupation and the radial weight favour p.

The core orbitals supply 13% of the total, so the assumption of a spherical core deserves care here. That figure is not itself the error of a frozen-core PAW calculation: mixing occupied core and valence orbitals changes their separate contributions without changing the density. In this Hartree–Fock model, the effect of freezing the core is nevertheless of similar size. Holding the five core orbitals fixed at those of the spherical Cl$^-$ ion, in the same basis, and relaxing only the valence orbitals gives $V_{zz}=3.21$ a.u., lower by 0.40 a.u. (3.20 a.u., lower by 0.38 a.u., with the added tight and diffuse functions). In this Hartree–Fock calculation most of the core share is therefore a polarisation of the core that a spherical frozen core omits.

## Computed values

```
MODEL CRYSTAL
lattice constant a: 5.2 bohr
lattice constant c: 7.0 bohr
occupations p_x, p_y, p_z: 1.0 1.0 2.0 electrons
all-electron g (coefficient, exponent/bohr^-2): [(1.0, 0.2), (-15.0, 6.0)]
pseudo 1: first term only; pseudo 2: adds (-0.8, 3.0)
common normalisation factor of g: 0.38750 bohr^-5/2
matching radius: 2.5 bohr
<r^-3> all-electron p wave: 1.23211 bohr^-3
<r^-3> integral of pseudo p wave 1: 0.18769 bohr^-3
V_zz full reciprocal sum: -1.001841 a.u.
pseudo wave 1, gamma 3 bohr^-2: smooth -0.154167, one-centre -0.847674, sum -1.001841 a.u.
pseudo wave 1, gamma 5 bohr^-2: smooth -0.122774, one-centre -0.879067, sum -1.001841 a.u.
pseudo wave 2, gamma 3 bohr^-2: smooth -0.154967, one-centre -0.846875, sum -1.001841 a.u.
pseudo wave 2, gamma 5 bohr^-2: smooth -0.186735, one-centre -0.815106, sum -1.001841 a.u.
own-site -(4/5)<r^-3> anisotropy: -0.98569 a.u.
rest of the crystal: -0.01615 a.u.
low cutoff: 10.0 bohr^-1
error at low cutoff, full charge: 6.54e-01 a.u.
error at low cutoff, PAW split: 9.87e-05 a.u.
HCl, RHF, uncontracted cc-pVTZ, EFG AT Cl
bond length: 2.4 bohr
Cl sphere radius: 1.4 bohr
total energy: -460.10692 hartree
V_zz analytic integrals: 3.60647 a.u.
V_zz radial integral plus proton: 3.60647 a.u.
V_zz analytic, converted: 35.045 10^21 V/m^2
valence p-p in sphere: 3.08382 a.u.
valence s-d in sphere: -0.00834 a.u.
valence d-d in sphere: -0.00615 a.u.
valence p-f in sphere: -0.02256 a.u.
other valence pairs in sphere: -0.00118 a.u.
core orbitals in sphere: 0.47913 a.u.
electrons outside sphere: -0.06293 a.u.
proton: 0.14468 a.u.
p-p share of total V_zz: 85.5 %
share of p-p from r < 0.5 bohr: 96.2 %
valence p charge in sphere: 1.6614 electrons
valence d charge in sphere: 0.0122 electrons
<r^-3> per p electron in sphere: 20.430 bohr^-3
<r^-3> per d electron in sphere: 0.899 bohr^-3
r^-3 integral of pi-orbital p wave: 6.2994 bohr^-3
effective f_z (f_x = f_y = 2): 1.3880 electrons
p-p estimate from common shape: 3.08409 a.u.
```
